# Exponentially dark modes of a subwavelength ring of emitters

## Problem

$N$ identical two-level emitters sit at the corners of a regular polygon in free space. Neighbours are a chord $d$ apart, and all transition dipoles are perpendicular to the plane. One excitation is shared. Let $\Gamma_0$ be the decay rate of a single emitter, $k=2\pi/\lambda$ and $\xi_{ij}=k|\mathbf r_i-\mathbf r_j|$. In the Markov approximation the amplitudes obey $i\dot c=Hc$. In frequency units, with the common transition frequency removed,

$$H_{jj}=-\frac{i\Gamma_0}{2},\qquad H_{ij}=-\frac{3\Gamma_0}{4}e^{i\xi_{ij}}\left(\frac1{\xi_{ij}}+\frac{i}{\xi_{ij}^2}-\frac1{\xi_{ij}^3}\right)\quad(i\ne j).$$

1. Find the eigenvectors of $H$ and write each decay rate as a sum over sites.
2. Turn that sum into a series of positive terms.
3. For $d<\lambda/2$ and large $N$, find which mode is darkest.
4. For even $N$, show that its rate falls exponentially at fixed $d$, and find the exponent and the prefactor.
5. Evaluate the result for $d=0.25\lambda$.

## Hints

**For 1.** The coupling depends on the separation of two sites around the ring alone.

**For 2.** The decay matrix is an integral over emission directions. Expand the plane waves in angular harmonics about the ring axis.

**For 3.** Compare three neighbouring Bessel orders through their recurrence. Modes that can radiate freely need a separate lower bound.

**For 4.** Write $J_n$ as an integral over a period and move the path into the complex plane. The same path gives a bound and the leading asymptotic form.

## Solution

### 1. Angular-momentum modes

Put site $j$ at angle $\varphi_j=2\pi j/N$. Since $H_{ij}$ depends on $i-j$ modulo $N$, and is even in it, the vectors

$$v_m(j)=\frac{1}{\sqrt N}e^{im\varphi_j},\qquad m=0,1,\dots,N-1,$$

are eigenvectors: applying $H$ to $v_m$ multiplies it by $\sum_jH_{0j}e^{im\varphi_j}$. Write this eigenvalue as $\Delta_m-i\Gamma_m/2$. The amplitude then decays as $e^{-\Gamma_mt/2}$ and the population as $e^{-\Gamma_mt}$. With $\Gamma_{ij}=-2\,\mathrm{Im}\,H_{ij}$,

$$\Gamma_m=\sum_{j=0}^{N-1}\Gamma_{0j}\cos(m\varphi_j),\qquad \Gamma_m=\Gamma_{-m}=\Gamma_{N-m}.$$

The real part of the coupling shifts the frequencies and leaves these rates unchanged. The symbol $\Gamma_0$ alone always means the single-emitter rate; the rate of the mode $m=0$ is written $\Gamma_0^{(m=0)}$.

### 2. From sites to emission directions

For $i\neq j$ the imaginary part of the coupling gives

$$\Gamma_{ij}=\frac{3\Gamma_0}{2}\left(\frac{\sin\xi}{\xi}+\frac{\cos\xi}{\xi^2}-\frac{\sin\xi}{\xi^3}\right).$$

This is an integral over emission directions $\mathbf n$. Let $\theta$ be the angle from the ring axis $z$, so that a dipole emits with weight $\sin^2\theta=1-n_z^2$. The plain average of plane waves is $\int d\Omega\,e^{i\boldsymbol\xi\cdot\mathbf n}=4\pi f(\xi)$ with $f=\sin\xi/\xi$. A factor $-n_z^2$ is produced by $\partial^2/\partial\xi_z^2$, which acts on a radial function in the plane $\xi_z=0$ as $f'(\xi)/\xi$. Hence

$$\int d\Omega\,\sin^2\theta\,e^{i\boldsymbol\xi\cdot\mathbf n}=4\pi\left(f+\frac{f'}{\xi}\right)
=4\pi\left(\frac{\sin\xi}{\xi}+\frac{\cos\xi}{\xi^2}-\frac{\sin\xi}{\xi^3}\right),$$

and therefore

$$\Gamma_{ij}=\frac{3\Gamma_0}{8\pi}\int d\Omega\,\sin^2\theta\,e^{ik\mathbf n\cdot(\mathbf r_i-\mathbf r_j)}.$$

The diagonal is correct too, because $\int d\Omega\sin^2\theta=8\pi/3$. Taking the expectation value in $v_m$ gives

$$\Gamma_m=\frac{3\Gamma_0}{8\pi}\int d\Omega\,\sin^2\theta\,|A_m|^2,\qquad A_m=\frac1{\sqrt N}\sum_je^{im\varphi_j}e^{-ik\mathbf n\cdot\mathbf r_j}.$$

The chord is $d=2R\sin(\pi/N)$, so the ring radius in units of $1/k$ is

$$a=kR=\frac{\pi d}{\lambda\sin(\pi/N)}.$$

Then $k\mathbf n\cdot\mathbf r_j=a\sin\theta\cos(\varphi-\varphi_j)$. Insert the expansion $e^{-iz\cos\beta}=\sum_l(-i)^lJ_l(z)e^{il\beta}$. The site sum $\sum_je^{i(m-l)\varphi_j}$ equals $N$ if $l=m+pN$ with integer $p$, and vanishes otherwise:

$$A_m=\sqrt N\sum_p(-i)^{m+pN}J_{m+pN}(a\sin\theta)\,e^{i(m+pN)\varphi}.$$

Integration over $\varphi$ removes products of different orders and gives $2\pi$ for equal ones. Since $(3/8\pi)(2\pi N)=3N/4$,

$$\boxed{\Gamma_m=\sum_pI_{m+pN},\qquad I_n=\frac{3N\Gamma_0}{4}\int_0^\pi d\theta\,\sin^3\theta\,J_n^2(a\sin\theta)}$$

Every term is positive. The orders $pN$ appear because a polygon conserves angular momentum only modulo $N$.

### 3. The darkest mode

By the symmetry of $\Gamma_m$ it suffices to take $0\le m\le N/2$. For $d<\lambda/2$ and large $N$ we have $a\simeq Nd/\lambda<N/2$, so there are modes on both sides of $m=a$.

**Outside the light region, $a\le m\le N-a$.** Start from

$$J_n(z)=\frac1{2\pi}\int_{-\pi}^{\pi}dt\,e^{i(nt-z\sin t)}.$$

The integral of the $t$-derivative of the integrand over a period is zero, so $nJ_n=\tfrac z2(J_{n-1}+J_{n+1})$. With $x^2+y^2\ge(x+y)^2/2$,

$$J_{n-1}^2+J_{n+1}^2\ge\frac12\left(\frac{2n}{z}J_n\right)^2=\frac{2n^2}{z^2}J_n^2\ge2J_n^2\qquad(|n|\ge z).$$

In $I_n$ the argument is $z=a\sin\theta\le a$. For $m$ in the stated range every order has $|m+pN|\ge a$. Integrating and summing over $p$ gives

$$\Gamma_{m+1}+\Gamma_{m-1}-2\Gamma_m>0.$$

It is strict because $z<|n|$ for almost all $\theta$. A strictly convex sequence that is symmetric about $N/2$ has its minimum at the centre: at $m=N/2$ for even $N$, and at the degenerate pair $(N\pm1)/2$ for odd $N$.

**Inside the light region, $m\le a$.** These rates must be shown not to be exponentially small. Take $m\ge1$. Bessel's equation $z(zJ_n')'=(n^2-z^2)J_n$ shows that $J_n$ starts positive and rising and keeps rising up to $z=n$. Thus $J_{m+1}>0$ on $(0,m]$, and the identity $(z^{-m}J_m)'=-z^{-m}J_{m+1}$ makes $z^{-m}J_m$ decreasing there:

$$J_m(z)\ge(z/m)^mJ_m(m),\qquad 0<z\le m.$$

Keep in $I_m$ the angles with $z=a\sin\theta\le m$. They form two equal parts, and $d\theta=dz/(a|\cos\theta|)\ge dz/a$ in magnitude. So

$$\Gamma_m\ge I_m\ge\frac{3N\Gamma_0}{4}\,\frac{2}{a^4}\int_0^mdz\,z^3\left(\frac zm\right)^{2m}J_m^2(m)=\frac{3N\Gamma_0}{4}\left(\frac ma\right)^4\frac{J_m^2(m)}{m+2}.$$

For large $m$, small $t$ dominates $J_m(m)=\pi^{-1}\int_0^\pi dt\cos[m(t-\sin t)]$. There $t-\sin t\simeq t^3/6$, which makes $J_m(m)$ proportional to $m^{-1/3}$, with coefficient $0.4473$. As $J_m(m)$ is also positive for each $m$, there is a constant $c>0$ with $J_m(m)\ge cm^{-1/3}$ for all $m\ge1$. Since $m^{10/3}/(m+2)\ge1/3$, the bound becomes $\Gamma_m\ge c^2N\Gamma_0/(4a^4)$, which falls as $N^{-3}$.

For $m=0$ and $a\ge1$, use $J_0(z)\ge1-z^2/4\ge3/4$ on $0\le z\le1$. The same change of variable gives $\Gamma_0^{(m=0)}\ge(3N\Gamma_0/4)\,9/(32a^4)$, again of order $N^{-3}$.

The central mode is therefore the darkest at large $N$, provided that its own rate falls faster than $N^{-3}$. Part 4 shows that it does.

### 4. The exponential law for even $N$

**A strict bound.** The integrand of $J_n$ is entire and, for integer $n$, has period $2\pi$. The path can be moved to $t=s+ib$, since the contributions of the two ends cancel. With $\sin(s+ib)=\sin s\cosh b+i\cos s\sinh b$, the integrand has modulus $e^{-nb+z\cos s\sinh b}$. Hence, for $n,b>0$,

$$|J_n(z)|\le e^{-nb+z\sinh b}.$$

For $m=N/2$ the orders are $\pm(2q+1)N/2$ with $q=0,1,\dots$. Assume $a<N/2$ and choose $b=\alpha_N$ with $\cosh\alpha_N=N/(2a)$. Then $a\sinh\alpha_N=(N/2)\tanh\alpha_N$. As $z\le a$,

$$J_n^2\le e^{-(2q+1)N\alpha_N+N\tanh\alpha_N}\le e^{-(2q+1)N\kappa_N},\qquad \kappa_N=\alpha_N-\tanh\alpha_N>0.$$

The angular factor is $\int_0^\pi\sin^3\theta\,d\theta=4/3$, so $I_n\le N\Gamma_0e^{-(2q+1)N\kappa_N}$. Two signs and a geometric series give

$$\Gamma_{N/2}\le2N\Gamma_0\sum_{q\ge0}e^{-(2q+1)N\kappa_N}=\frac{N\Gamma_0}{\sinh(N\kappa_N)}.$$

At fixed $d<\lambda/2$, $\kappa_N$ tends to a positive constant. This proves the exponential fall for even $N$. For odd $N$ and $m=(N-1)/2$, the orders have distinct magnitudes, all at least $n_0=(N-1)/2$, and $a<n_0$ at large $N$. Choose $\cosh b=n_0/a$ and $\kappa'=b-\tanh b>0$. Then $J_n^2\le e^{-2|n|b+2n_0\tanh b}\le e^{-2|n|\kappa'}$, so $\Gamma_{(N-1)/2}\le N\Gamma_0\sum_{n\ge n_0}e^{-2n\kappa'}=N\Gamma_0e^{-(N-1)\kappa'}/(1-e^{-2\kappa'})$, and $\kappa'$ tends to the same positive constant. This completes part 3 for both parities.

**The leading value.** Now set $b=\alpha$ with $z\cosh\alpha=n$. On the path the exponent is

$$-n\alpha+n\tanh\alpha\cos s+in(s-\sin s)\simeq-n(\alpha-\tanh\alpha)-\tfrac12n\tanh\alpha\,s^2.$$

The cubic phase is odd in $s$ and first contributes at relative order $1/n$. The Gaussian integral gives

$$J_n^2(z)\simeq\frac{e^{-2n(\alpha-\tanh\alpha)}}{2\pi n\tanh\alpha}.$$

The largest argument occurs in the ring plane. To find the angular width, differentiate the exponent at fixed $n$. From $\cosh\alpha=n/z$ follows $d\alpha/d\ln z=-1/\tanh\alpha$, while $d(\alpha-\tanh\alpha)/d\alpha=\tanh^2\alpha$. Thus

$$\frac{d}{d\ln z}\left[-2n(\alpha-\tanh\alpha)\right]=2n\tanh\alpha.$$

With $\theta=\pi/2+\delta$, $\ln\sin\theta\simeq-\delta^2/2$. For $n=N/2$ the integrand carries the factor $e^{-N\tanh\alpha\,\delta^2/2}$, whose integral is $\sqrt{2\pi/(N\tanh\alpha)}$. Emission is concentrated near the plane, within an angle of order $N^{-1/2}$.

At large $N$, $a=(Nd/\lambda)[1+\pi^2/(6N^2)+\dots]$. The correction changes the exponent by $N\tanh\alpha\,\pi^2/(6N^2)$, which is of order $1/N$. We may therefore use $\cosh\alpha=\lambda/(2d)$. The orders $\pm N/2$ contribute equally, and higher orders are exponentially smaller:

$$\Gamma_{\rm dark}\simeq2\cdot\frac{3N\Gamma_0}{4}\cdot\frac{e^{-N(\alpha-\tanh\alpha)}}{\pi N\tanh\alpha}\sqrt{\frac{2\pi}{N\tanh\alpha}},$$

$$\boxed{\Gamma_{\rm dark}\simeq\frac{3\Gamma_0}{\sqrt{2\pi N}\,(\tanh\alpha)^{3/2}}\,e^{-N\kappa},\quad \kappa=\alpha-\tanh\alpha,\quad\cosh\alpha=\frac{\lambda}{2d}}$$

with relative corrections of order $1/N$.

**Meaning of the exponent.** A wave of angular order $n$ has azimuthal wavenumber $n/r$ at radius $r$. For $n=N/2>a$ this exceeds $k$ until $r=n/k$, so in the plane the field must cross an evanescent zone. With $\rho=kr=n/\cosh u$, the amplitude exponent is

$$\int_a^nd\rho\sqrt{\frac{n^2}{\rho^2}-1}=n\int_0^\alpha du\,\tanh^2u=n(\alpha-\tanh\alpha).$$

Squaring the amplitude gives $e^{-N\kappa}$. The zone widens in proportion to $N$, hence the exponential law.

**Two limits.** For $d\ll\lambda$, $\alpha\simeq\ln(\lambda/d)$ and $\tanh\alpha\simeq1$, so $\kappa\simeq\ln(\lambda/d)-1$. Between rings of the same parity the exponential then brings a factor of about $e\,d/\lambda$ per emitter; Variation 1 gives the step between parities. Near the threshold, let $\epsilon=\lambda/(2d)-1\ll1$. Then $\alpha^2\simeq2\epsilon$ and $\kappa\simeq\alpha^3/3\simeq(2\epsilon)^{3/2}/3$. The exponent vanishes continuously, and the asymptotic law needs $N\alpha^3\gg1$. At $d=0.45\lambda$ the rate of the central mode is 0.74 of the law for $N=40$ ($N\alpha^3\approx4$) and 0.92 for $N=200$. The size needed for part 3 also grows near the threshold: among rings up to $N=400$, the central mode fails to be the darkest for some sizes up to $N=13$ at $d=0.45\lambda$, $N=31$ at $d=0.48\lambda$ and $N=161$ at $d=0.495\lambda$.

**Physical limits.** A nonradiative rate $\gamma$ common to all emitters adds $-i\gamma/2$ times the identity to $H$, so it raises every decay rate by $\gamma$ and sets a floor. Position disorder breaks the circulant form, so the derivation does not then apply, and small displacements already dominate the darkest rates. For $d=0.25\lambda$ and $N=40$, Gaussian in-plane displacements with standard deviation $10^{-3}d$ per coordinate raise the typical lowest rate from $3\times10^{-9}\Gamma_0$ to about $10^{-6}\Gamma_0$, and $10^{-2}d$ raises it to nearly $10^{-4}\Gamma_0$. The Markov approximation also requires light to cross the ring before the amplitudes change appreciably. As $R$ grows with $N$, "large $N$" means large within that restriction.

### 5. Numbers for $d=0.25\lambda$

Here $\cosh\alpha=2$, and

$$\alpha=1.3170,\quad\tanh\alpha=0.8660,\quad\kappa=1.31696-0.86603=0.45093.$$

Between rings of the same parity, the exponential factor per emitter is $e^{-\kappa}=0.637$.

For $N=10$ the radius parameter is $a=2.54$, and the rates are:

| $\lvert m\rvert$ | $\Gamma_m/\Gamma_0$ |
|---|---|
| 0 | 0.4563 |
| 1 | 2.7722 |
| 2 | 1.6278 |
| 3 | 0.3339 |
| 4 | 0.03566 |
| 5 | 0.004682 |

The values for $|m|=1$ to $4$ occur twice. The trace of the decay matrix requires a total of $10\Gamma_0$:

$$0.4563+2(2.7722+1.6278+0.3339+0.0357)+0.0047=10.000.$$

Darkness is thus paid for by the bright modes. The rate drops steeply once $|m|$ passes $a$. The mode $m=0$ is mildly subradiant although it lies in the light region, so that region does not imply $\Gamma_m>\Gamma_0$.

For the darkest mode the asymptotic law gives

$$\frac{\Gamma_{\rm dark}}{\Gamma_0}\simeq\frac{3}{\sqrt{20\pi}\,(0.8660)^{3/2}}e^{-4.509}=5.17\times10^{-3},$$

against $4.68\times10^{-3}$ from direct diagonalization. Larger rings give, in units of $\Gamma_0$:

| $N$ | site sum | law | strict bound |
|---|---|---|---|
| 10 | $4.68\times10^{-3}$ | $5.17\times10^{-3}$ | $2.54\times10^{-1}$ |
| 20 | $3.78\times10^{-5}$ | $4.02\times10^{-5}$ | $5.20\times10^{-3}$ |
| 40 | $3.32\times10^{-9}$ | $3.45\times10^{-9}$ | $1.22\times10^{-6}$ |
| 160 | $5.39\times10^{-33}$ | $5.44\times10^{-33}$ | $1.50\times10^{-29}$ |

Relative to the law, the site sum is lower by 9.4% at $N=10$, 3.5% at $N=40$ and 0.98% at $N=160$. The bound has the right exponent but is loose by a factor that grows as $N^{3/2}$, since its prefactor is proportional to $N$ and that of the law to $N^{-1/2}$.

The prefactor also affects the measured slope. From the law,

$$\frac12\ln\frac{\Gamma_N^{\rm dark}}{\Gamma_{N+2}^{\rm dark}}\simeq\kappa+\frac14\ln\frac{N+2}{N}\simeq\kappa+\frac{1}{2(N+1)}.$$

At $N=40$ this predicts $0.4509+0.0122=0.4631$, and the site sums give $0.4624$. At $N=160$ they give $0.4540$, close to $\kappa$. The smallest rates in the table describe the ideal model; a nonradiative rate $\gamma$ much larger than they are would hide them. Further values are in the numerical output.

## Variation 1: odd $N$

**Question.** How does the law change for odd $N$?

**Solution.** Take $m=(N-1)/2$. The leading orders have magnitudes $(N-1)/2$ and $(N+1)/2$. At fixed $z$, write the exponent of $J_n^2$ as $-2(n\alpha-z\sinh\alpha)$. Its derivative with respect to $n$ is

$$-2\left[\alpha+(n-z\cosh\alpha)\frac{d\alpha}{dn}\right]=-2\alpha,$$

because $z\cosh\alpha=n$. Shifting $n$ from $N/2$ by $\mp1/2$ multiplies $J_n^2$ by $e^{\pm\alpha}$ to leading order. The two equal terms of the even case are replaced by $e^\alpha+e^{-\alpha}=2\cosh\alpha$, so

$$\Gamma_{\rm dark}^{\rm odd}\simeq\frac{\lambda}{2d}\,\frac{3\Gamma_0}{\sqrt{2\pi N}\,(\tanh\alpha)^{3/2}}e^{-N\kappa}.$$

The exponent is the same and the prefactor is larger by $\cosh\alpha$. For $d=0.25\lambda$ and $N=11$ the law gives $6.28\times10^{-3}\Gamma_0$ and the site sum $6.16\times10^{-3}\Gamma_0$. This exceeds the $N=10$ value: the parity factor 2 outweighs $e^{-\kappa}=0.637$. The fall is exponential along each parity, with a step between them.

## Variation 2: spacing above half a wavelength

**Question.** Does an exponentially dark mode survive for $d>\lambda/2$?

**Solution.** No. Since $\sin(\pi/N)<\pi/N$,

$$a=\frac{\pi d}{\lambda\sin(\pi/N)}>\frac{Nd}{\lambda}>\frac N2.$$

Every mode can be labelled by $|m|\le N/2$, so every mode satisfies $|m|<a$. The lower bounds of part 3 now cover the whole spectrum, and no rate can fall faster than $N^{-3}$. There is no evanescent zone in the plane for the lowest order of any mode.

For $d=0.6\lambda$ the lowest rates are $0.513\Gamma_0$, $0.529\Gamma_0$ and $0.565\Gamma_0$ at $N=40$, $80$ and $160$. They even rise slightly over these three sizes, so the algebraic bound is far from tight here. It excludes exponential darkness but does not estimate the rate.

## Computed values

```
spacing d = 0.25 lambda
alpha = 1.316958 (dimensionless)
tanh(alpha) = 0.866025 (dimensionless)
kappa = 0.450932 per emitter
exp(-kappa) = 0.637034 factor per added emitter
kR at N=10: 2.541602 (dimensionless)
N=10, |m|=0: rate = 4.563294e-01 Gamma0
N=10, |m|=1: rate = 2.772175e+00 Gamma0
N=10, |m|=2: rate = 1.627794e+00 Gamma0
N=10, |m|=3: rate = 3.338646e-01 Gamma0
N=10, |m|=4: rate = 3.566070e-02 Gamma0
N=10, |m|=5: rate = 4.682337e-03 Gamma0
N=10, lowest rate by diagonalization = 4.682337e-03 Gamma0
N=10, m=5: orders +5 and -5 together = 4.682337e-03 Gamma0
N=10, m=5: orders +15 and -15 together = 4.136e-21 Gamma0
Darkest rate: site sum, asymptotic law, strict bound (Gamma0)
N=4: 1.08472e-01, 1.22280e-01, 1.99273e+00
N=6: 3.59029e-02, 4.05168e-02, 1.02454e+00
N=8: 1.27562e-02, 1.42394e-02, 5.19124e-01
N=10: 4.68234e-03, 5.16845e-03, 2.53878e-01
N=20: 3.77781e-05, 4.02226e-05, 5.20293e-03
N=40: 3.32453e-09, 3.44513e-09, 1.21635e-06
N=80: 3.50679e-17, 3.57430e-17, 3.50634e-14
N=160: 5.38750e-33, 5.44097e-33, 1.49630e-29
N=10: relative deviation from law = -9.405 %
N=40: relative deviation from law = -3.500 %
N=160: relative deviation from law = -0.983 %
N=10 to 12: slope = 0.491618 per emitter
N=40 to 42: slope = 0.462389 per emitter
N=160 to 162: slope = 0.453979 per emitter
N=11: darkest rate = 6.15921e-03 Gamma0
N=11: asymptotic law = 6.27851e-03 Gamma0
odd-N prefactor cosh(alpha) = 2.0000 (dimensionless)
limit of m^(1/3) J_m(m) = 0.447307 (dimensionless)
d=0.6 lambda, N=40: lowest rate = 5.12760e-01 Gamma0
d=0.6 lambda, N=80: lowest rate = 5.29121e-01 Gamma0
d=0.6 lambda, N=160: lowest rate = 5.65253e-01 Gamma0
```
